**Scalar decay into a fermion pair: the order-α QED correction**

The program tests the inclusive QED correction to the decay of a neutral scalar of mass $M$ into a light fermion pair. The coefficient of $\alpha/\pi$ is $9/4-(3/2)\ln(M^2/m^2)$ with the pole mass $m$, and $17/4$ with the $\overline{\rm MS}$ mass at $M$. It asserts the vertex numerator and the photon-emission matrix element with explicit Dirac matrices in four and six dimensions. It compares the phase-space formula with sequential decay, and the pole-mass shift with a Euclidean loop integral done without Feynman parameters. A separate calculation at finite fermion mass combines the renormalized vertex with soft and hard emission; the program asserts that the photon mass cancels and that the light-fermion limit is approached. The output shows the running-mass coefficient going from 4.314 to 4.251 as $m/M$ falls from 0.03 to 0.003. For $M=100$ GeV, $m=1$ GeV and $v=100$ GeV, where $m/v$ is the Yukawa coupling, the two forms give widths of 0.387198 and 0.387190 MeV.

## Numerical check

```python
# Result under test: QED correction to scalar -> fermion + antifermion (+ photon),
#   rate/tree = 1 + (alpha/pi)*(9/4 - 3/2 L), L = ln(M^2/m^2), m = pole mass << M,
#   rate/tree = 1 + (alpha/pi)*17/4 when the tree rate uses the MS-bar mass at M.
# M: scalar mass, m: fermion mass, Yukawa coupling = mass/v, d = 4 - 2 eps.
# Invariants s_ij = (p_i + p_j)^2 for massless particles; 1, 2 fermions, 3 photon.
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad, dblquad
from scipy.special import gamma as G

mp.mp.dps = 30
rng = np.random.default_rng(4)


def dirac(d):
    """Dirac matrices and metric in even dimension d."""
    s1 = np.array([[0, 1], [1, 0]], complex)
    s2 = np.array([[0, -1j], [1j, 0]])
    s3 = np.diag([1, -1]).astype(complex)
    herm = []
    for j in range(d // 2):
        for pauli in (s1, s2):
            mat = np.eye(1, dtype=complex)
            for i in range(d // 2):
                factor = s3 if i < j else (pauli if i == j else np.eye(2))
                mat = np.kron(mat, factor)
            herm.append(mat)
    gam = np.array([herm[0]] + [1j * h for h in herm[1:]])
    return gam, np.array([1.0] + [-1.0] * (d - 1))


def slash(p, gam, met):
    return np.einsum('...m,mab->...ab', p * met, gam)


def dot(a, b, met):
    return np.sum(a * b * met, axis=-1)


def emission_ratio(p1, p2, k, m, gam, met):
    """Photon-emission |M|^2 / (e^2 |M0|^2) from explicit matrices."""
    n = gam.shape[1]
    one = np.eye(n)
    a, b, c = (slash(p, gam, met) for p in (p1, p2, k))
    d1 = (2 * dot(p1, k, met))[..., None, None]
    d2 = (2 * dot(p2, k, met))[..., None, None]
    left = (a + c + m * one) / d1
    right = (b + c - m * one) / d2
    total = 0
    for mu in range(len(met)):
        g = gam[mu]
        amp = g @ left - right @ g
        bar = left @ g - g @ right
        prod = (a + m * one) @ amp @ (b - m * one) @ bar
        total = total - met[mu] * np.trace(prod, axis1=-2, axis2=-1).real
    q = p1 + p2 + k
    return total / (n / 2 * (dot(q, q, met) - 4 * m * m))


def lightlike(d):
    v = rng.normal(size=d - 1)
    return np.concatenate([[np.linalg.norm(v)], v])


# Massless algebra in four and six dimensions (eps = 0 and -1).
for d in (4, 6):
    eps = (4 - d) / 2
    gam, met = dirac(d)
    for _ in range(4):
        p1, p2, k = lightlike(d), lightlike(d), lightlike(d)
        s12, s13, s23 = (2 * dot(x, y, met) for x, y in
                         ((p1, p2), (p1, k), (p2, k)))
        s = s12 + s13 + s23
        formula = 2 / s * (s**2 + s12**2 - eps * (s13 + s23)**2) / (s13 * s23)
        direct = emission_ratio(p1, p2, k, 0.0, gam, met)
        assert abs(direct / formula - 1) < 1e-8
        loop = rng.normal(size=d)
        inner = slash(p1 + loop, gam, met) @ slash(loop - p2, gam, met)
        num = sum(met[i] * gam[i] @ inner @ gam[i] for i in range(d))
        a, b = slash(p1, gam, met), slash(p2, gam, met)
        direct = (np.trace(a @ num @ b) / np.trace(a @ b)).real
        den1 = dot(p1 + loop, p1 + loop, met)
        den2 = dot(loop - p2, loop - p2, met)
        formula = 2 * (den1 + den2) - 2 * s12 - 2 * eps * dot(loop, loop, met)
        assert abs(direct - formula) < 1e-8 * (1 + abs(formula) + abs(s12))


def sphere(n):
    return 2 * np.pi**(n / 2) / G(n / 2)


# Three-body over two-body phase space (M = 1), against sequential decay.
for d in (4.0, 5.0, 6.0):
    eps = (4 - d) / 2
    two = 0.5**(d - 3) * sphere(d - 1) / (4 * (2 * np.pi)**(d - 2))
    seq = two * quad(lambda z: (1 - z)**(d - 3) * z**(d / 2 - 2), 0, 1)[0]
    seq /= 2 * np.pi
    dalitz = dblquad(lambda b, a: max(a * b * (1 - a - b), 0.0)**(-eps),
                     0, 1, 0, lambda a: 1 - a)[0]
    formula = (4 * np.pi)**eps / (16 * np.pi**2 * G(1 - eps)) * dalitz
    assert abs(seq / formula - 1) < 1e-6


def real_integral(eps):
    """Photon-emission Dalitz integral in closed form."""
    v = mp.gamma(-eps)**2 / mp.gamma(-2 * eps)
    z = (mp.beta(1 - eps, -2 * eps) + mp.beta(3 - eps, -2 * eps)
         - eps * mp.beta(1 - eps, 2 - 2 * eps))
    return v * z


for eps in (-1.25, -1.75):
    def integrand(b, a):
        y = max(1 - a - b, 0.0)
        return ((a * b)**(-eps - 1) * y**(-eps)
                * (1 + y * y - eps * (1 - y)**2))
    direct = dblquad(integrand, 0, 1, 0, lambda a: 1 - a)[0]
    assert abs(direct / float(real_integral(mp.mpf(eps))) - 1) < 1e-5

# Massless sum at mu = M after removal of the MS-bar ultraviolet pole.
eps = mp.mpf(10)**(-7)
c_gamma = mp.gamma(1 + eps) * mp.gamma(1 - eps)**2 / mp.gamma(1 - 2 * eps)
virt = c_gamma * mp.cos(mp.pi * eps) * (-2 / eps**2 - 2 / (1 - 2 * eps))
real = real_integral(eps) / mp.gamma(1 - eps)
massless = float(mp.exp(mp.euler * eps) * (virt + real) / 2 - 3 / (2 * eps))
virt_finite = float(virt / c_gamma + 2 / eps**2)
real_finite = float(real / c_gamma - 2 / eps**2 - 3 / eps)
assert abs(massless - 17 / 4) < 1e-4
assert abs(virt_finite - (np.pi**2 - 2)) < 1e-4
assert abs(real_finite - (21 / 2 - np.pi**2)) < 1e-4

# Pole-mass shift / (e^2 m), m = 1: Euclidean loop without Feynman parameters.
for d in (3.5, 3.7):
    eps = (4 - d) / 2
    radial = float(mp.quad(lambda t: t**(d - 3) / (1 + t * t),
                           [0, 1, mp.inf]))
    angular = 2 * float(mp.quad(
        lambda c: (1 - c * c)**((d - 3) / 2) * (2 + 2 * (d - 2) * c * c)
        * (2 * c)**(d - 4), [0, 0.5, 1]))
    direct = sphere(d - 1) / (2 * np.pi)**d * radial * angular
    formula = ((4 * np.pi)**eps / (16 * np.pi**2) * G(eps)
               * (3 - 2 * eps) / (1 - 2 * eps))
    assert abs(direct / formula - 1) < 1e-5

gam4, met4 = dirac(4)


def massive_coefficient(m, photon_mass):
    """Coefficient of alpha/pi at finite m (M = 1), pole-mass coupling."""
    beta = np.sqrt(1 - 4 * m * m)
    log = 2 * np.arctanh(beta)
    p1p2 = (1 - 2 * m * m) / 2

    # virtual part: triangle integral on a contour set by the i0 rule
    def tri(x):
        psq = m * m - x * (1 - x)
        return -mp.log(psq / photon_mass**2) / (2 * psq)
    c0 = 2 * mp.quad(tri, [0, mp.mpc(0.25, 0.2), 0.5])
    b_s, b_m = 2 - beta * log, 2.0
    c1 = (b_s - b_m) / beta**2
    vertex = -4 * p1p2 * float(c0.real) - 8 * p1p2 * c1 + 4 * b_s - 2
    wave = -(4 + 2 * np.log(photon_mass**2 / m**2))
    virtual = (vertex + wave - 4) / 2

    # soft part: w is the velocity of the massive photon, w = tanh(t)
    def f(w):
        u = beta * w
        return ((1 + beta**2) / u * np.log((1 + u) / (1 - u))
                - 2 * (1 - beta**2) / (1 - u * u))
    f1 = f(1.0)
    soft = quad(lambda t: np.tanh(t)**2 * f(np.tanh(t)) - f1, 0, 20,
                limit=300, points=[1, 3, 6, 9])[0]
    soft += f1 * np.log(beta**2 / photon_mass)

    # hard part: explicit matrix element over exact massive phase space
    x, wt = np.polynomial.legendre.leggauss(90)
    umax = np.arctanh(beta)
    u = (umax * (x + 1) / 2)[:, None]
    wu = umax * wt / 2
    eta = u * x[None, :]
    z = 4 * m * m * np.cosh(u)**2
    bp = np.tanh(u)
    c = np.tanh(eta) / bp
    sn = np.sqrt(np.maximum(1 - c * c, 0))
    en = np.sqrt(z) / 2 + 0 * c
    kap = (1 - z) / (2 * np.sqrt(z)) + 0 * c
    nil = 0 * c
    q1 = np.stack([en, en * bp * sn, nil, en * bp * c], -1)
    q2 = np.stack([en, -en * bp * sn, nil, -en * bp * c], -1)
    kk = np.stack([kap, nil, nil, kap], -1)
    ratio = emission_ratio(q1, q2, kk, m, gam4, met4)
    avg = np.sum(ratio * u * wt / (np.cosh(eta)**2 * bp), axis=1) / 2
    z, bp, u = z[:, 0], bp[:, 0], u[:, 0]
    spec = (1 - z)**2 / 4 * bp / beta * avg
    jac = 8 * m * m * np.cosh(u) * np.sinh(u)
    hard = np.sum(wu * jac * (spec - f1) / (1 - z))
    return virtual + soft + hard


table = []
for r in (0.03, 0.01, 0.003):
    full = massive_coefficient(r, 1e-8)
    other = massive_coefficient(r, 1e-10)
    assert abs(full - other) < 1e-6          # photon mass cancels
    L = np.log(1 / r**2)
    limit = 9 / 4 - 1.5 * L
    assert abs(full - limit) < 12 * r * r * L  # only power corrections remain
    table.append((r, L, full, limit, full + 2 + 1.5 * L))
assert abs(table[2][4] - massless) < abs(table[1][4] - massless)
assert abs(table[2][4] - massless) < 2e-3

# Worked example with round model parameters.
M, m, v = 100.0, 1.0, 100.0
alpha = constants.alpha
a = alpha / np.pi
L = np.log(M**2 / m**2)
c_pole = 9 / 4 - 1.5 * L
m_run = m * (1 - a * (1 + 0.75 * L))
tree_pole = (m / v)**2 * M / (8 * np.pi) * 1e3
tree_run = (m_run / v)**2 * M / (8 * np.pi) * 1e3
width_pole = tree_pole * (1 + a * c_pole)
width_run = tree_run * (1 + a * 17 / 4)
assert abs(width_run / width_pole - 1) < 20 * a**2

print(f"scalar mass M = {M:.1f} GeV")
print(f"fermion pole mass m = {m:.1f} GeV")
print(f"scale v = {v:.1f} GeV")
print(f"pole-mass Yukawa coupling m/v = {m / v:.4f}")
print(f"alpha = {alpha:.9f}")
print(f"alpha/pi = {a:.8f}")
print(f"L = ln(M^2/m^2) = {L:.6f}")
print(f"virtual finite part, units alpha/(2 pi) = {virt_finite:.5f}")
print(f"real finite part, units alpha/(2 pi) = {real_finite:.5f}")
print(f"massless sum after pole removal, units alpha/pi = {massless:.5f}")
print(f"pole-mass coefficient 9/4 - 3L/2 = {c_pole:.6f}")
print(f"pole-mass relative correction = {100 * a * c_pole:.5f} percent")
print(f"running-mass relative correction = {100 * a * 17 / 4:.5f} percent")
print(f"running mass at M = {m_run:.7f} GeV")
print(f"tree width, pole mass = {tree_pole:.7f} MeV")
print(f"tree width, running mass = {tree_run:.7f} MeV")
print(f"corrected width, pole mass = {width_pole:.7f} MeV")
print(f"corrected width, running mass = {width_run:.7f} MeV")
print(f"relative difference of widths = {width_run / width_pole - 1:.3e}")
print(f"(alpha/pi)^2 = {a**2:.3e}")
print(f"neglected tree factor (1-4m^2/M^2)^1.5 = {(1 - 4*m*m/M**2)**1.5:.7f}")
print("finite-mass calculation, coefficients in units alpha/pi:")
for r, ll, full, limit, converted in table:
    print(f"m/M = {r:.3f}: L = {ll:.5f}, full pole-mass = {full:.5f}")
    print(f"  limit formula = {limit:.5f}, with running mass = {converted:.5f}")
print("done: every assertion held")
```

Running it gives:

```
scalar mass M = 100.0 GeV
fermion pole mass m = 1.0 GeV
scale v = 100.0 GeV
pole-mass Yukawa coupling m/v = 0.0100
alpha = 0.007297353
alpha/pi = 0.00232282
L = ln(M^2/m^2) = 9.210340
virtual finite part, units alpha/(2 pi) = 7.86960
real finite part, units alpha/(2 pi) = 0.63040
massless sum after pole removal, units alpha/pi = 4.25000
pole-mass coefficient 9/4 - 3L/2 = -11.565511
pole-mass relative correction = -2.68646 percent
running-mass relative correction = 0.98720 percent
running mass at M = 0.9816317 GeV
tree width, pole mass = 0.3978874 MeV
tree width, running mass = 0.3834046 MeV
corrected width, pole mass = 0.3871983 MeV
corrected width, running mass = 0.3871895 MeV
relative difference of widths = -2.254e-05
(alpha/pi)^2 = 5.395e-06
neglected tree factor (1-4m^2/M^2)^1.5 = 0.9994001
finite-mass calculation, coefficients in units alpha/pi:
m/M = 0.030: L = 7.01312, full pole-mass = -8.20596
  limit formula = -8.26967, with running mass = 4.31371
m/M = 0.010: L = 9.21034, full pole-mass = -11.55647
  limit formula = -11.56551, with running mass = 4.25904
m/M = 0.003: L = 11.61829, full pole-mass = -15.17642
  limit formula = -15.17743, with running mass = 4.25101
done: every assertion held
```
